\section*{A flat coated wafer can carry fully stressed films}

\section{Two wafers}

A silicon wafer 200 mm across and 725 $\mu$m thick carries a 1 $\mu$m film of silicon nitride on its front face. Its centre stands 95 $\mu$m above its edge. A second wafer has the same film on both faces, and its calculated bow is zero. Yet the flat wafer stores 0.897 J/m$^2$ of elastic energy, against 0.447 J/m$^2$ in the bowed one. How can the wafer that looks relaxed hold twice the energy?

The belief at stake is that a coated wafer which stays flat has stress-free films. It has a sound origin. For one thin film on an initially flat wafer, bow is proportional to the film's stress averaged over its thickness, so zero bow does mean zero average stress. Bow is also visible, while stress is not. The error lies in carrying the inference over to a wafer with two coated faces. Curvature responds to the moment of the film stresses about the middle of the wafer, and that moment can vanish while the stresses do not.

\section{What the wafer must satisfy}

Let $z$ be measured from the mid-plane of the wafer towards its front face, and let tension be positive. The wafer has thickness $h$ and radius $a$, and each film has thickness $t$. I treat all layers as linearly elastic and perfectly bonded, take slopes to be small, and stay away from the edge for now.

The films pull or push equally in all in-plane directions. With stress $s$ in both in-plane directions and none along $z$, Hooke's law gives the elastic strain
\begin{equation}
e=\frac{s-\nu s}{E}\quad\Rightarrow\quad s=Me,\qquad M=\frac{E}{1-\nu}.
\end{equation}
Here $E$ is Young's modulus, $\nu$ is Poisson's ratio and $M$ is the biaxial modulus, written $M_f$ for the film and $M_s$ for the wafer. On a (100) silicon face the fourfold symmetry about the normal makes the response to equal biaxial strain the same in all in-plane directions, so a single $M_s$ suffices.

Call $s_0$ the stress the film would have if the wafer could not deform. A real wafer does deform. Its in-plane strain, shared by the bonded films, is
\begin{equation}
e(z)=e_0-kz .
\end{equation}
The curvature $k$ is positive when the edges rise towards the front; the front face is then on the inside of the curve and is shortened, hence the minus sign. The surface height is $kr^2/2$, so the bow, defined as centre height above the edge, is $-ka^2/2$. The stresses are
\begin{equation}
s=M_s e(z)\ \text{(wafer)},\qquad s=s_0+M_f e(z)\ \text{(film)}.
\end{equation}
Nothing external loads the wafer. Any cut through the whole stack must therefore carry no net force and no net moment:
\begin{equation}
\int s\,dz=0,\qquad \int s\,z\,dz=0. \label{balance}
\end{equation}
Neither condition requires $s$ to vanish at each $z$.

\section{One film: where the belief works}

Put one film on the front. To leading order in $t/h$, its force per unit width is $s_0t$, acting at $z=h/2$. The two balances become
\begin{align}
M_s h e_0+s_0t&=0,\\
-\frac{M_s k h^3}{12}+\frac{s_0 t h}{2}&=0.
\end{align}
In the first, the term in $k$ integrates to zero across the wafer; in the second, the term in $e_0$ does. Hence
\begin{equation}
e_0=-\frac{s_0t}{M_sh},\qquad k=\frac{6s_0t}{M_sh^2}. \label{stoney}
\end{equation}
The second result is Stoney's formula. For the example, take $s_0=-300$ MPa (compression), $M_s=180$ GPa and $M_f=200$ GPa. Then $s_0t=-300$ N/m and
\begin{equation}
k=\frac{6(-300\ \mathrm{N/m})}{(180\times10^9\ \mathrm{Pa})(725\times10^{-6}\ \mathrm{m})^2}
=-0.0190\ \mathrm{m^{-1}} .
\end{equation}
With $a=0.1$ m the bow is $0.0190\times0.01/2$ m, or 95 $\mu$m. A compressed film tries to expand and makes its own face convex.

The wafer's yielding slightly relieves the film. The strain just beneath it is
\begin{equation}
e_0-\frac{kh}{2}=-\frac{s_0t}{M_sh}-\frac{3s_0t}{M_sh}
=-\frac{4s_0t}{M_sh}, \label{four}
\end{equation}
one part from uniform stretching and three from bending. Multiplying by $M_f$ and adding $s_0$ gives the film stress
\begin{equation}
s_f=s_0(1-4q),\qquad q=\frac{M_ft}{M_sh}. \label{onefilm}
\end{equation}
Here $q=(200\times1)/(180\times725)=1.53\times10^{-3}$, so the film loses about 0.6\% of its stress and keeps $-298.2$ MPa. Bending a wafer visibly does very little to relax a thin film.

\section{Two identical films: where it fails}

Now place identical films on both faces, each with the same $s_0$ relative to the undeformed wafer. In the moment balance, the front film contributes $+s_0t(h+t)/2$ and the back film $-s_0t(h+t)/2$, because their centres lie at opposite values of $z$. These terms cancel. Those in $e_0$ cancel too, since the stack is symmetric. What remains is
\begin{equation}
-k\left[\frac{M_sh^3}{12}+2M_f\int_{h/2}^{h/2+t}z^2\,dz\right]=0 .
\end{equation}
The bracket is positive, so $k=0$. This step needs no assumption that the films are thin.

The forces do not cancel; they add. With $k=0$ the force balance is
\begin{equation}
M_she_0+2t(s_0+M_fe_0)=0
\quad\Rightarrow\quad
e_0=-\frac{2s_0t}{M_sh+2M_ft}.
\end{equation}
The stress in each film follows by substitution:
\begin{equation}
s_f=s_0-\frac{2M_fs_0t}{M_sh+2M_ft}
=s_0\frac{M_sh}{M_sh+2M_ft}
=\frac{s_0}{1+2q}. \label{twofilms}
\end{equation}
For the example this is $-300/1.00307=-299.1$ MPa. The wafer is flat, and each film retains 99.7\% of the stress it would have on a rigid support.

The balancing force is in the wafer. Its uniform stress is
\begin{equation}
s_w=-\frac{2t}{h}s_f=\frac{2\times299.1\ \mathrm{MPa}}{725}=0.825\ \mathrm{MPa}.
\end{equation}
The wafer is in tension, pulled outwards by two compressed films. Its stress is small because the force is spread over a thickness 725 times that of one film.

Adding the second film has even \emph{raised} the magnitude of stress in the first, from 298.2 to 299.1 MPa. To see why, superpose the two films' effects at the front face, to leading order. The front film produces the strain $-4s_0t/(M_sh)$ of equation~\eqref{four}. The back film stretches the wafer by the same $-s_0t/(M_sh)$, but bends it the other way and so contributes $+3s_0t/(M_sh)$ there. Its total is $+2s_0t/(M_sh)$, which undoes half of the relief. Flattening the wafer takes away the film's easiest way to relax.

``Full stress'' is thus a thin-film statement, with relative error $2q$ when $q$ is small. It fails when the films are stiff enough, or the wafer thin enough, for $q$ to approach one. In the limit $q\gg1$, equation~\eqref{twofilms} gives $s_f\approx s_0/(2q)$: the films stretch or compress the wafer almost as they please and lose most of their stress. The stack is still flat, so flatness does not distinguish this relaxed case from the stressed one. At the other end, a film fifty times softer has a $q$ fifty times smaller at the same thickness, and keeps its stress still more nearly.

\section{The energy behind the flat surface}

The opening energies follow from the same stresses. Two equal in-plane directions each contribute $se/2$ per unit volume, where $e=s/M$ is the elastic strain. The energy per wafer area is therefore
\begin{equation}
W=\int\frac{s^2}{M}\,dz .
\end{equation}
For one film, the film's share is $s_0^2t(1-4q)^2/M_f\approx s_0^2t(1-8q)/M_f$. The wafer's share, using equation~\eqref{stoney}, is
\begin{equation}
M_s\left(he_0^2+\frac{k^2h^3}{12}\right)
=\frac{s_0^2t^2}{M_sh}(1+3)=4q\,\frac{s_0^2t}{M_f}.
\end{equation}
For two films, the films hold $2s_0^2t(1-4q)/M_f$ to first order in $q$, and the wafer holds $M_she_0^2\approx4s_0^2t^2/(M_sh)=4q\,s_0^2t/M_f$. The sums are
\begin{equation}
W_1\approx\frac{s_0^2t}{M_f}(1-4q),\qquad
W_2\approx\frac{2s_0^2t}{M_f}(1-2q).
\end{equation}
The common factor is $(3\times10^8)^2(10^{-6})/(2\times10^{11})=0.45$ J/m$^2$, which gives 0.447 and 0.897 J/m$^2$.

These values bear on peeling. If the whole back film comes off the flat wafer and the wafer is then free to bend, the energy released is $W_2-W_1=0.450$ J/m$^2$. If the single film comes off the bowed wafer, the release is $W_1=0.447$ J/m$^2$. These are totals for complete detachment, with the film relaxed in both directions. At a straight peeling front the film is still held along the front, and the release per area is smaller, about $(1-\nu_f^2)s_0^2t/(2E_f)=0.28$ J/m$^2$ for a film with $E_f=150$ GPa and $\nu_f=0.25$. Within this model, flatness gives no protection against detachment.

\section{What flatness does tell us}

Let the films differ, with stresses $s_1,s_2$ and thicknesses $t_1,t_2$ on front and back. To leading order their moments are $s_1t_1h/2$ and $-s_2t_2h/2$, so the derivation of equation~\eqref{stoney} gives
\begin{equation}
k=\frac{6(s_1t_1-s_2t_2)}{M_sh^2}. \label{unlike}
\end{equation}
If the wafer was flat before coating, flatness afterwards reports equal force per width on its two faces, to leading order. It does not report equal stresses, much less zero ones.

Take 1 $\mu$m at $-300$ MPa on the front and 0.5 $\mu$m at $-600$ MPa on the back. Both products are $-300$ N/m. Solving the full balances~\eqref{balance} gives film stresses of $-299.1$ and $-599.1$ MPa and a bow of only $-0.08$ $\mu$m. The small remainder has a simple source. Both films lose 0.9 MPa to the wafer's stretching, but the thinner one loses half as much force. The back film therefore pushes slightly harder, an excess partly offset by the front film's longer lever arm.

To expose the hidden stress, remove one film. Suppose the back film is etched away and the front film is unchanged by the etch. The full balances then give a bow of 94.7 $\mu$m. Reading this through Stoney's formula yields $-298.6$ MPa, within 0.2\% of the $-299.1$ MPa that the film carried while the wafer was flat. This figure belongs to the linear balances; the stretching of the mid-plane treated in the last section lowers the bow to 94.2 $\mu$m and widens the gap to about 0.6\%. The bow did not create this stress; it made it visible.

The 94.7 $\mu$m differs from the 95.1 $\mu$m of equation~\eqref{stoney} for two reasons. The film's actual stress is lower by the fraction $4q$, and its centre lies at $(h+t)/2$ instead of $h/2$. The net change is $t/h-4q=0.0014-0.0061$, or about $-0.5$\%.

\section{Does the plate picture hold?}

The linear strain profile can be tested against axisymmetric elasticity, solved by finite elements without that profile being imposed. To make the corrections large, I use $t/h=0.05$ and $a/h=6$, with $s_0$ and the elastic constants unchanged. Then $q=0.0556$. With two films, equation~\eqref{twofilms} predicts $-270.00$ MPa, and the elastic solution gives $-269.97$ MPa near the axis. The flat stack has here lost a tenth of its film stress, as predicted. With one film, the full balances give $-242.08$ MPa and the elastic solution $-242.04$ MPa; the curvatures agree within 0.07\%.

The same solution shows how far the edge matters. A film's outer rim is a free surface, so its radial stress must fall to zero there. In the two-film disk, the film's radial stress lies within 0.3\% of its central value at distances greater than 1.1 wafer thicknesses from the edge; at one thickness the deviation is about 0.6\%. For the much thinner film of the example the zone is narrower, about half a wafer thickness at the 0.3\% level, so a ring of width $h$, which covers 1.4\% of the wafer area, is an upper bound.

\section{A real wafer}

The example's numbers are rough but typical. Plasma-deposited nitride can be made compressive or tensile, and a few hundred MPa is an ordinary magnitude. One assumption a real wafer can break is that the films are identical. If the back film is 2\% thinner, equation~\eqref{unlike} leaves 2\% of the one-film bow, and the full balances give 1.9 $\mu$m.

The order of growth also matters. In a reactor where the wafer lies on an electrode, the two faces are coated in turn. After the first film, the strain at the back face is $e_0+kh/2=+2s_0t/(M_sh)$. Suppose the second film is laid down with stress $s_0$ on this already bent, free wafer. Referred to the undeformed wafer, its stress parameter is
\begin{equation}
s_2=s_0-M_f\frac{2s_0t}{M_sh}=s_0(1-2q).
\end{equation}
Equation~\eqref{unlike} then leaves a curvature $2q$ times that of one film. The residual bow is 0.29 $\mu$m.

Weight is a larger disturbance to the measurement. For a wafer supported at its edge, let $v$ be the downward deflection, $p=\rho gh$ the weight per area and $D=Eh^3/[12(1-\nu^2)]$ the bending stiffness. The plate equation $D\nabla^4v=p$ has the regular solution
\begin{equation}
v=\frac{pr^4}{64D}+Ar^2+B,
\end{equation}
since $\nabla^4r^4=64$. The edge carries no bending moment, so $v''+\nu v'/r=0$ at $r=a$:
\begin{equation}
\frac{pa^2(12+4\nu)}{64D}+2A(1+\nu)=0
\;\Rightarrow\;
A=-\frac{pa^2(3+\nu)}{32D(1+\nu)} .
\end{equation}
The condition $v(a)=0$ then fixes the central sag:
\begin{equation}
v(0)=B=\frac{pa^4}{64D}\left[\frac{2(3+\nu)}{1+\nu}-1\right]
=\frac{pa^4(5+\nu)}{64(1+\nu)D}.
\end{equation}
With $\rho=2330$ kg/m$^3$, and with $\nu=0.28$ and $E=(1-\nu)M_s=129.6$ GPa as an isotropic stand-in for silicon, the sag is 24 $\mu$m. Using rough constants for the $\langle110\rangle$ direction instead lowers it by about 1 $\mu$m, and a plate with the full cubic elastic constants of silicon lies between the two, at 23.3 $\mu$m. A wafer with balanced films would thus look bowed on such a support. At small deflections the sag and the film-induced bow superpose, each with its own sign, so comparing measurements before and after coating, on the same support, removes nearly all of it. The films add stiffness and weight, and the superposition is not exact, so a remainder is left: about 0.15 $\mu$m with two films and 0.3 to 0.5 $\mu$m with one. Bows of a few tenths of a micrometre, such as those above, cannot be read off by this subtraction alone.

Stoney's formula also assumes that bending does not stretch the mid-plane. To size this for the one-film wafer, assume uniform curvature. The radial and hoop mid-plane strains are $u'+k^2r^2/2$ and $u/r$, where $u$ is the radial displacement. Try $u=c_1r+c_3r^3$. Radial equilibrium, $(rs_r)'=s_\theta$, requires $c_3=-(3-\nu)k^2/16$, and the free edge fixes $c_1$ through $s_r(a)=0$. The resulting stresses are
\begin{equation}
s_r=\frac{Ek^2}{16}(a^2-r^2),\qquad
s_\theta=\frac{Ek^2}{16}(a^2-3r^2).
\end{equation}
The product $s_rs_\theta$ integrates to zero over the disk, so the membrane energy is
\begin{equation}
U_m=\frac{h}{2E}\int_0^a(s_r^2+s_\theta^2)\,2\pi r\,dr
=\frac{\pi Eh\,k^4a^6}{384}.
\end{equation}
Let $k_1$ be the curvature without this stretching. The bending energy, measured from its minimum, is $\pi a^2M_sh^3(k-k_1)^2/12$. Setting the derivative of the total to zero gives
\begin{equation}
\frac{\pi a^2M_sh^3}{6}(k-k_1)+\frac{\pi Eh\,k^3a^6}{96}=0
\;\Rightarrow\;
\frac{k_1-k}{k}=\frac{(1-\nu)(ka^2)^2}{16h^2},
\end{equation}
where $E/M_s=1-\nu$. This estimate gives 0.31\% here. Letting the curvature vary with radius raises the loss of bow to 0.46\%, still below 1\%, so the linear formula is adequate. It would not be for a bow comparable to the wafer thickness or larger.

Temperature changes the stress itself. Suppose the film expands less than silicon by 1 ppm/K, an assumed round value, and the coated wafer is heated uniformly by 100 K. The wafer then stretches the film, adding
\begin{equation}
M_f\,\Delta\alpha\,\Delta T=(200\ \mathrm{GPa})(10^{-6}\ \mathrm{K^{-1}})(100\ \mathrm{K})=20\ \mathrm{MPa}
\end{equation}
to $s_0$, which moves from $-300$ to about $-280$ MPa. Both films change alike, and the symmetric wafer remains flat throughout. A bow measurement would miss this 7\% change just as it misses the other 280 MPa. Creep, cracking or densification of the film lies outside the elastic model and could change the stress further; if both faces changed equally, flatness would again give no sign of it.

The labelled values behind these figures appear in the numerical output. For a wafer coated on both faces, the useful record is the curvature before coating and after each deposition, since a bare wafer may have a bow of its own. In the example the bow goes from zero to 95 $\mu$m and back to nearly zero, and each of the two changes measures the force per width of one film, provided the second deposition leaves the stress of the first film unchanged.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (rough typical values)
wafer thickness h: 725 um
wafer radius a: 100 mm
film thickness t: 1.0 um
film Young modulus: 150 GPa
film Poisson ratio: 0.25
film biaxial modulus M_f: 200 GPa
wafer biaxial modulus M_s: 180 GPa
wafer Poisson ratio: 0.28
wafer Young modulus, isotropic stand-in: 129.6 GPa
wafer density: 2330 kg/m3
film stress on rigid wafer s0: -300 MPa
ONE FILM AND TWO FILMS
stiffness ratio q: 1.533 x 1e-3
film force per width s0 t: -300 N/m
one film: curvature, Stoney: -0.01902 1/m
one film: curvature, full balance: -0.01893 1/m
one film: radius of curvature: 52.8 m
one film: bow, Stoney: 95.1 um
one film: bow, full balance: 94.7 um
one film: film stress: -298.17 MPa
one film: wafer stress under film: 1.65 MPa
two films: bow magnitude: 0.000000 um
two films: stress in each film: -299.08 MPa
two films: wafer stress: 0.825 MPa
one film: stored energy: 0.4473 J/m2
two films: stored energy: 0.8972 J/m2
back film removed: stress read by Stoney: -298.6 MPa
back film 2 % thinner: bow: 1.88 um
unlike films: bow: -0.08 um
unlike films: front stress: -299.1 MPa
unlike films: back stress: -599.1 MPa
FULL ELASTICITY CHECK, t/h = 0.05, a/h = 6
one film: curvature, elasticity / balance: 1.00069
one film: film stress, elasticity: -242.04 MPa
one film: film stress, balance: -242.08 MPa
two films: film stress, elasticity: -269.97 MPa
two films: film stress, formula: -270.00 MPa
largest stress change beyond h from edge: 0.221 %
NEGLECTED EFFECTS IN THE EXAMPLE
sequential growth: residual bow: 0.29 um
large deflection: one-film bow lowered by: 0.31 %
sag under weight, edge support: 23.9 um
same sag with <110> constants: 22.9 um
area within h of the edge: 1.44 %
expansion mismatch, assumed: 1.0 ppm/K
temperature rise: 100 K
film stress change on heating: 20 MPa
\end{verbatim}
